# Finite volumes and power balance for an inductively driven cylindrical plasma

On a grid of 5 mm cells, the computed electric field of a model inductive reactor gives 110.09 W of ohmic absorption in the plasma. This is 0.5 % above 109.52 W, the value extrapolated from finer grids. Yet when the same field is extrapolated to the plasma surface and used to find the power flowing in, the result differs from the absorption by 9.6 %. The absorbed power is nearly right and the power balance is poor. Both numbers come from one field, so the fault must lie in how the surface power is formed.

## The reactor and its equation

The reactor is axisymmetric, with perfectly conducting outer walls. Its radius is $R=15$ cm. Plasma fills $0<z<L=10$ cm, and a lossless window of relative permittivity 4 reaches to $z_w=12$ cm. Air fills the rest, up to a metal lid at $H=20$ cm. Three series turns occupy $13<z<14$ cm and the radial intervals 3–4, 7–8 and 11–12 cm. Each carries 20 A peak, spread uniformly over its cross-section of 1 cm², at 13.56 MHz. These are round model parameters.

Physical fields are $\mathrm{Re}[E(r,z)e^{i\omega t}]$, so complex amplitudes are peak values. With an azimuthal electric field $E$, Faraday's law $\nabla\times\mathbf E=-i\omega\mu_0\mathbf H$ has the components

$$-\partial_zE=-i\omega\mu_0H_r,\qquad \frac1r\partial_r(rE)=-i\omega\mu_0H_z .$$

Hence

$$H_r=\frac{\partial_zE}{i\omega\mu_0},\qquad H_z=-\frac{1}{i\omega\mu_0r}\partial_r(rE).$$

The azimuthal component of Ampère's law is

$$\partial_zH_r-\partial_rH_z=J+\sigma E+i\omega\varepsilon_0\varepsilon_rE,$$

where $J$ is the prescribed coil current density. Inserting $H_r$ and $H_z$, multiplying by $i\omega\mu_0$ and using $\mu_0\varepsilon_0=1/c^2$ gives

$$\partial_r\!\left[\frac1r\partial_r(rE)\right]+\partial_z^2E+\varepsilon_rk_0^2E-i\omega\mu_0\sigma E=i\omega\mu_0J, \tag{1}$$

with $k_0=\omega/c$. On the metal walls $E=0$, and regularity requires $E=0$ on the axis.

The conductivity follows from the cold electron equation $m\dot v=-eE-m\nu v$, in which thermal motion and the magnetic force are neglected. Its oscillating solution is $v=-eE/[m(\nu+i\omega)]$, and the current density $-env$ equals $\sigma E$ with

$$\sigma=\frac{ne^2}{m(\nu+i\omega)},\qquad \mathrm{Re}\,\sigma=\frac{ne^2\nu}{m(\nu^2+\omega^2)} .$$

The cycle average of current density times field is $\tfrac12\mathrm{Re}(\sigma EE^*)=\tfrac12\mathrm{Re}(\sigma)|E|^2$. It is the real part of $\sigma$ that heats. The imaginary part describes electron inertia, which stores energy and returns it.

For $n=10^{17}$ m$^{-3}$ and $\nu=5\times10^7$ s$^{-1}$, $\sigma=14.4-24.6i$ S/m. A plane wave in uniform plasma of this density varies as $e^{-\gamma s}$ with depth $s$, where $\gamma^2=i\omega\mu_0\sigma$ if displacement current is neglected. Its amplitude falls by a factor $e$ over $\delta=1/\mathrm{Re}\,\gamma=1.88$ cm.

## What the surface estimate does wrong

Since $\hat\phi\times\hat r=-\hat z$, the mean power flux directed downward, into the plasma, is $\tfrac12\mathrm{Re}(EH_r^*)$. With $H_r^*=i\,\partial_zE^*/(\omega\mu_0)$ it becomes

$$\tfrac12\mathrm{Re}(EH_r^*)=-\frac{1}{2\omega\mu_0}\mathrm{Im}(E\,\partial_zE^*)=\frac{1}{2\omega\mu_0}\mathrm{Im}(E^*\partial_zE). \tag{2}$$

The naive estimate fits a parabola through the three highest plasma cells, whose centres lie $h/2$, $3h/2$ and $5h/2$ below the surface. With their values called $a,b,c$ from the top down, it takes

$$E(L)\approx\frac{15a-10b+3c}{8},\qquad \partial_zE(L)\approx\frac{2a-3b+c}{h}.$$

For a smooth field the remainder of the parabola is $E'''/6$ times the product of the distances to the three nodes, to leading order. Differentiating that product at the surface gives $h^2(\tfrac34+\tfrac54+\tfrac{15}4)=\tfrac{23}4h^2$, so the slope is wrong by $\tfrac{23}{24}h^2E'''$ in magnitude. The estimate is consistent, but nothing ties its error to the error in the absorption sum.

The computed gap, relative to the absorption on the same grid, is 9.6 %, 3.3 % and 0.96 % for $h=5$, 2.5 and 1.25 mm. The successive ratios, 2.9 and 3.5, move towards the factor 4 of a second-order error. Refinement would cure the gap slowly. A better course is to ask which surface power the discrete equations themselves contain.

## Fluxes shared by neighbouring cells

Place $E_{i,j}$ at the centre of a square cell of side $h$, with $r_i=(i-\tfrac12)h$ and faces at $r_{i+1/2}=ih$. Material boundaries and coil edges lie on faces, so no cell contains two media. Let $\psi=rE$. Integrating (1) over the cell in the $(r,z)$ plane turns the derivatives into differences of face fluxes:

$$h(G_{i+1/2}-G_{i-1/2})+h(F_{j+1/2}-F_{j-1/2})+h^2(\varepsilon_rk_0^2-i\omega\mu_0\sigma)E=i\omega\mu_0Jh^2, \tag{3}$$

$$G_{i+1/2}=\frac{\psi_{i+1}-\psi_i}{r_{i+1/2}h},\qquad F_{j+1/2}=\frac{E_{j+1}-E_j}{h}.$$

Unwritten indices are those of the cell. Apart from constant factors, $G$ is $H_z$ and $F$ is $H_r$, so (3) is Ampère's law around the cell boundary. Each interior flux is computed once and enters two cells with opposite signs.

The boundaries need care. A wall lies half a cell from the nearest centre, so

$$G_{N+1/2}=\frac{0-\psi_N}{Rh/2}=-\frac{2\psi_N}{Rh},\qquad F_{1/2}=\frac{E_1-0}{h/2}=\frac{2E_1}{h},$$

and similarly at the lid. On the axis $E$ vanishes but $H_z$ need not. There $E\simeq\alpha r$, so $r^{-1}\partial_r(rE)=2\alpha$ and

$$G_{1/2}=\frac{2E_1}{r_1}=\frac{2\psi_1}{r_1^2}.$$

Setting this flux to zero would remove the magnetic field on the axis.

## The power identity

Multiply (3) by $2\pi r_iE_i^*=2\pi\psi_i^*$ and sum over all cells below a horizontal face $M+\tfrac12$ that lies below the coil. For one row, collecting the two appearances of each interior flux gives

$$h\sum_{i=1}^{N}\psi_i^*(G_{i+1/2}-G_{i-1/2})
=h\psi_N^*G_{N+1/2}-h\psi_1^*G_{1/2}-h\sum_{i=1}^{N-1}(\psi_{i+1}-\psi_i)^*G_{i+1/2}.$$

With the fluxes inserted this is

$$-\frac{2|\psi_N|^2}{R}-\frac{2h|\psi_1|^2}{r_1^2}-\sum_{i=1}^{N-1}\frac{|\psi_{i+1}-\psi_i|^2}{r_{i+1/2}},$$

which is real. For one column the same rearrangement gives

$$h r_i\sum_{j=1}^{M}E_j^*(F_{j+1/2}-F_{j-1/2})
=h r_i\left[E_M^*F_{M+1/2}-\frac{2|E_1|^2}{h}-h\sum_{j=1}^{M-1}|F_{j+1/2}|^2\right].$$

The first term in the bracket is the one term that can be complex.

Now take the imaginary part of the whole sum. The permittivity is real, and $\mathrm{Im}(-i\omega\mu_0\sigma)=-\omega\mu_0\mathrm{Re}\,\sigma$. There is no coil current below the plane, so

$$\sum_i2\pi r_ih\,\mathrm{Im}(E_M^*F_{M+1/2})-\omega\mu_0\sum_{i,j\le M}2\pi r_ih^2\,\mathrm{Re}(\sigma)|E|^2=0.$$

Division by $2\omega\mu_0$ yields

$$\frac{1}{2\omega\mu_0}\sum_i2\pi r_ih\,\mathrm{Im}(E_M^*F_{M+1/2})=\frac12\sum_{i,j\le M}\mathrm{Re}(\sigma)|E|^2\,2\pi r_ih^2. \tag{4}$$

The left side is (2) integrated over the plane with the solver's own flux. The right side is the ohmic power with the solver's own cell weights. No limit $h\to0$ was taken, so the equality holds on any such grid, apart from round-off and solver error.

The field on the face may seem ambiguous, since $E_M$ lies half a cell below it. Let $E_f=(1-w)E_M+wE_{M+1}=E_M+whF$ with real $w$. Then $E_f^*F=E_M^*F+wh|F|^2$, and the added term is real. The choice of $w$ changes the reactive flux but not the mean power.

Summing over the whole reactor instead leaves no open face, because the walls contribute real terms. The source term has imaginary part $\omega\mu_0\mathrm{Re}(E^*J)$, and therefore

$$P_{\rm coil}\equiv-\frac12\mathrm{Re}\sum EJ^*\,2\pi r_ih^2=P_{\rm abs}. \tag{5}$$

The minus sign expresses that the generator drives the current against the induced field.

Equation (5) also shows what an unfinished iterative solution does. If the left side of (3) minus its right side is a residual $\rho$, the same steps give

$$P_{\rm coil}-P_{\rm abs}=\frac{1}{2\omega\mu_0}\mathrm{Im}\sum2\pi r_iE^*\rho .$$

The coil comparison can reveal such a residual. The comparison of surface flux with absorption is blind to one kind of error: multiplying the whole field by a constant $s$ multiplies both sides of (4) by $|s|^2$. In (5) the coil power changes linearly with $s$ and the absorption quadratically, so a wrong amplitude generally shows.

## A perfect balance with a wrong field

Expanding the radial operator gives

$$\partial_r\!\left[\frac1r\partial_r(rE)\right]=\partial_r^2E+\frac1r\partial_rE-\frac{E}{r^2}.$$

Suppose the last term is forgotten, as if $E$ were a scalar. This adds $h^2E/r_i^2$ to the left side of (3) and $2\pi h^2|E|^2/r_i$ to the summed identity. That term is real, so (4) and (5) survive.

For uniform plasma at the density above, with $h=2.5$ mm, the faulty cell equations give 330 W and the correct ones 205 W. The 330 W belongs to this grid and is not a converged value: the fluxes near the axis, the axis flux above all, are built for a field with $E\propto r$, which does not suit the altered operator, and at $h=1.25$ mm the faulty power is 356 W. Yet the faulty solution at 2.5 mm balances to $2\times10^{-16}$ in relative terms. Power balance thus tests conservation, while accuracy needs a solution obtained in another way.

## A solution without a grid

Uniform plasma allows one. Expand $E=\sum_ne_n(z)J_1(\kappa_nr)$ with $J_1(\kappa_nR)=0$. The Bessel equation makes the radial operator act as $-\kappa_n^2$, so

$$e_n''-q_n^2e_n=i\omega\mu_0J_n,\qquad q_n^2=\kappa_n^2-\varepsilon_rk_0^2+i\omega\mu_0\sigma,$$

$$J_n=\frac1{N_n}\int_0^RJ\,J_1(\kappa_nr)\,r\,dr,\qquad N_n=\frac{R^2}{2}J_2^2(\kappa_nR).$$

Here $N_n$ is the integral of $rJ_1^2(\kappa_nr)$ over the radius, and $J$ is taken at a height inside the coil layer. Write $q_n=\gamma_n$ in plasma, $\beta_n$ in the window and $\alpha_n$ in air.

Let $u$ solve the source-free equation from the floor upward, starting as $\sinh\gamma_nz$. Both $e_n$ and $e_n'$ are continuous at the interfaces, because tangential $E$ and $H_r$ are. With window thickness $d=z_w-L$,

$$u(z_w)=\sinh\gamma_nL\cosh\beta_nd+\frac{\gamma_n}{\beta_n}\cosh\gamma_nL\sinh\beta_nd,$$

$$u'(z_w)=\beta_n\sinh\gamma_nL\sinh\beta_nd+\gamma_n\cosh\gamma_nL\cosh\beta_nd .$$

In air let $v=\sinh\alpha_n(H-z)$, which vanishes at the lid. The combination $W_n=uv'-u'v$ is constant there, since $W_n'=uv''-u''v=0$. A unit source at $z'$ produces $u(z)v(z')/W_n$ below it and $u(z')v(z)/W_n$ above it: the two agree at $z'$, and the slope jumps by one. Integrating over the coil layer $z_1<z'<z_2$ gives $e_n=C_n\sinh\gamma_nz$ in the plasma, with

$$C_n=\frac{i\omega\mu_0J_n}{W_n}\,\frac{\cosh\alpha_n(H-z_1)-\cosh\alpha_n(H-z_2)}{\alpha_n}.$$

For $\gamma_n=a_n+ib_n$, $|\sinh\gamma_nz|^2=\tfrac12(\cosh2a_nz-\cos2b_nz)$. Orthogonality of the modes removes cross terms, and the absorbed power is

$$P=\pi\,\mathrm{Re}(\sigma)\sum_nN_n|C_n|^2\left[\frac{\sinh2a_nL}{4a_n}-\frac{\sin2b_nL}{4b_n}\right].$$

Sixty modes, with $J_n$ from Gauss–Legendre quadrature, give 205.71 W. The finite-volume equations, solved by sparse LU factorization, give the following. The field error is the root-mean-square difference from the modal field over the plasma volume, relative to the modal field.

| $h$ (mm) | Power (W) | Field error (%) |
|---|---:|---:|
| 10 | 191.93 | 1.03 |
| 5 | 202.07 | 0.275 |
| 2.5 | 204.78 | 0.070 |
| 1.25 | 205.48 | 0.018 |

The last two field errors imply an order of 1.99. On all four grids the relative power imbalance is below $10^{-15}$, although the coarsest power is 6.7 % low.

That power error exceeds the field error partly because the absorption is a midpoint sum. For a heating density $f(z)$, the leading midpoint error is

$$\text{sum}-\int_0^Lf\,dz\simeq-\frac{h^2}{24}[f'(L)-f'(0)].$$

In uniform plasma the heating rises towards the window, so $f'(L)>0$ and the sum is low. For a plane wave, $f\propto e^{2z/\delta}$, the ratio of sum to integral is $(h/\delta)/\sinh(h/\delta)$. At $h=1$ cm this is 0.954, a deficit of 4.6 %.

## Nonuniform plasma

The finite-volume scheme also accepts a density that varies in both directions. Take

$$n=10^{17}\ \mathrm{m^{-3}}\;J_0(j_{0,1}r/R)\sin(\pi z/L),$$

where $j_{0,1}$ is the first zero of $J_0$. This is the fundamental diffusion shape, prescribed here and not computed from a particle balance.

The powers for the same four cell sizes are 111.68, 110.09, 109.67 and 109.56 W. They approach from above, unlike the uniform case. The midpoint formula suggests why: the density vanishes at the window, so the heating falls to zero there and $f'(L)<0$. The field error also contributes, so this explains the sign of one part of the error.

The last two changes, 0.423 and 0.107 W, have the ratio 3.95, which corresponds to order 1.98. For an error proportional to $h^2$, the finest result still differs from the limit by one third of the last change:

$$P\simeq109.559-\frac{0.107}{3}=109.52\ \mathrm W.$$

On the finest grid the coil power, the matched Poynting power at the plasma surface and the ohmic power all equal 109.559195 W to the digits shown. The many common digits express conservation; comparison with the extrapolated value puts the discretization error near 0.03 %.

Equation (4) holds at any face plane below the coil, so it also locates the heating. The downward power is 109.56 W at both $z=12$ and 10 cm, as a lossless window requires. It is 46.03 W at 8 cm, 8.74 W at 6 cm and 1.07 W at 4 cm. The top 2 cm of plasma therefore absorb $109.56-46.03=63.53$ W, or 58 % of the total, and the next 2 cm absorb 34 %.

The largest field amplitude found at a plasma cell centre is 415 V/m, at $r=7.7$ cm in the row next to the window and beneath the middle turn. It does not mark the strongest heating, because the density tends to zero at that surface.

Since the mean power is $\tfrac12I^2R_p$ for peak current $I$, the plasma presents to the coil a series resistance

$$R_p=\frac{2P}{I^2}=\frac{2(109.52\ \mathrm W)}{(20\ \mathrm A)^2}=0.548\ \Omega.$$

Resistance of the coil metal would add to this.

## Two density limits and the reach of the model

At fixed coil current and very low density, the plasma barely changes the field. The absorption is then proportional to $\mathrm{Re}\,\sigma$, and so to $n$. At high density the field is confined near the surface. For uniform plasma with $\delta$ much smaller than $L$ and the lateral scale of the coil field, $E=E_0e^{-\gamma s}$ and $H_r=\gamma E/(i\omega\mu_0)$, so the absorbed power per area is

$$\frac12\mathrm{Re}\!\left(\frac{i\omega\mu_0}{\gamma}\right)|H_r|^2\propto n^{-1/2}$$

at fixed surface field $H_r$, $\nu$ and $\omega$. Fixed coil current does fix $H_r$ in this limit: as $\delta$ shrinks, $E$ at the plasma surface tends to zero, so the field above approaches that of the same coil over a perfect conductor, which does not depend on $n$. Power at fixed current thus rises with density at first and falls at last, with a maximum between. The high-density limit also sets the grid: $h$ must shrink with $\delta$, and the balance will give no warning if it does not.

The local conductivity requires that an electron travel much less than $\delta$ during the time $1/|\nu+i\omega|$. The example does not meet this condition clearly: at an assumed electron temperature of 3 eV, the mean thermal speed of $1.16\times10^6$ m/s gives a distance of 1.2 cm, against $\delta=1.88$ cm. Its powers are therefore those of the local model, and a real plasma with these parameters could differ. When the condition fails, current at one point depends on the field elsewhere, and collisionless heating can occur that $\tfrac12\mathrm{Re}(\sigma)|E|^2$ omits. The collision frequency was also held constant. At the largest field, 415 V/m, the oscillation speed $eE/(m|\nu+i\omega|)$ is $7.4\times10^5$ m/s, nearly two thirds of that thermal speed, so in a gas where $\nu$ depends on electron speed the conductivity would not be strictly linear. The neglected magnetic force is not clearly small either. With $v\sim eE/(m|\nu+i\omega|)$, its ratio to the electric force is of order $eB/(m|\nu+i\omega|)$. In the example the magnetic amplitude $B$ reaches about 0.23 mT in the plasma, which makes this ratio 0.4. The force can drive currents at $2\omega$ and push electrons steadily, effects that a linear conductivity leaves out. Capacitive coupling from the coil voltage is absent too, because the field here is purely azimuthal. Finally, 109.5 W is the power for a prescribed density and current. A discharge prediction would have to adjust the density until particle and energy losses balance as well.
